# Comment on pointwise minimal coupling in a finite-difference Dirac operator

**The argument under review**

The manuscript solves the Dirac equation on a grid for a particle of charge $q$ ($q=-e$ for the electron). It starts, in Gaussian units, from

$$H=c\,\boldsymbol\alpha\cdot\left(\mathbf p-\frac qc\mathbf A\right)+\beta mc^2+q\phi .$$

The authors replace $p_j$ by a central difference and subtract $qA_j/c$ at each site. They argue: "The combination $\mathbf p-q\mathbf A/c$ is gauge covariant. Our matrix contains this combination at every site, it is Hermitian, and it conserves probability. It therefore inherits the gauge invariance of the continuum equation."

The premises about Hermiticity and probability are correct. The question is whether the conclusion follows from them.

**1. The step that uses the product rule**

Let the lattice have spacing $a$ and open ends, so that $\psi=0$ beyond the last sites. Write $n\pm j$ for the neighbours of site $n$ along axis $j$. The authors' operators are

$$(P_j\psi)(n)=-\frac{i\hbar}{2a}\,[\psi(n+j)-\psi(n-j)],\qquad \Pi_j=P_j-\frac qc A_j(n).$$

A static gauge change is $\mathbf A\to\mathbf A+\nabla\chi$, $\psi\to g\psi$, with $g=e^{i\theta}$ and $\theta=q\chi/\hbar c$. In the continuum the product rule gives

$$g^{-1}(-i\hbar\partial_j)(g\psi)=(-i\hbar\partial_j+\hbar\,\partial_j\theta)\psi .$$

The extra term $\hbar\,\partial_j\theta=(q/c)\,\partial_j\chi$ is cancelled by the change of $-qA_j/c$. On the lattice,

$$(g^{-1}P_jg\psi)(n)=-\frac{i\hbar}{2a}\left[e^{i[\theta(n+j)-\theta(n)]}\psi(n+j)-e^{-i[\theta(n)-\theta(n-j)]}\psi(n-j)\right].$$

The gauge phase now multiplies the two neighbours. A term proportional to $\psi(n)$, which is all that the pointwise potential supplies, cannot cancel it. Covariance belonged to $\mathbf p-q\mathbf A/c$ because $\mathbf p$ was a derivative, and $P_j$ is not one.

For smooth functions the failure can be sized. In one dimension, Taylor expansion gives

$$\frac{f(x+a)-f(x-a)}{2a}=f'+\frac{a^2}{6}f'''+O(a^4).$$

Apply this to $f=g\psi$ and to $f=\psi$. Since $g^{-1}\partial(g\psi)=(\partial+i\theta')\psi$, three derivatives give $g^{-1}\partial^3(g\psi)=(\partial+i\theta')^3\psi$. Hence

$$g^{-1}Pg\psi-(P+\hbar\theta')\psi=-\frac{i\hbar a^2}{6}\left[(\partial+i\theta')^3-\partial^3\right]\psi+O(a^4).$$

The defect vanishes as $a\to0$ for a fixed smooth gauge, but its coefficient depends on the gauge. Take a particle at rest, $\psi$ constant, and $\theta=\kappa x$, which corresponds to $qA=\hbar c\kappa$. The scheme assigns it the kinetic momentum

$$\frac{\hbar\sin\kappa a}{a}-\hbar\kappa\approx-\frac{\hbar\kappa^3a^2}{6}.$$

From here on, numerical lengths are in $\hbar/mc$ and energies in $mc^2$. For $qA=1$ and $a=0.5$ the false momentum is $-0.0411\,mc$, against $-0.0417\,mc$ from the leading term.

**2. Could another transformation of $\psi$ repair it?**

The authors might reply that the lattice has its own gauge transformation, different from multiplication by $g$. The trace of $H^2$ rules this out. Set $\phi=0$. The matrices $\alpha_j$ and $\beta$ anticommute, so the terms of $H^2$ linear in $\beta$ cancel:

$$H^2=c^2\sum_{j,k}\alpha_j\alpha_k\Pi_j\Pi_k+m^2c^4 .$$

For $j\ne k$, cyclicity and anticommutation give $\mathrm{tr}\,\alpha_j\alpha_k=\mathrm{tr}\,\alpha_k\alpha_j=-\mathrm{tr}\,\alpha_j\alpha_k=0$. For $j=k$ the spin trace is the number of components $N_s$. Next,

$$\mathrm{Tr}\,\Pi_j^2=\mathrm{Tr}\,P_j^2-\frac{2q}{c}\,\mathrm{Tr}(P_jA_j)+\frac{q^2}{c^2}\sum_nA_j(n)^2 ,$$

and the middle term vanishes because $P_j$ has no diagonal elements. Therefore

$$\mathrm{Tr}\,H^2=\mathrm{Tr}\,H^2\big|_{A=0}+N_s\,q^2\sum_n|\mathbf A(n)|^2 .$$

A unitary transformation preserves the trace. Two potentials that describe the same field but have different $\sum_n|\mathbf A|^2$ thus give matrices that no unitary transformation connects.

An open chain with constant $A$ shows what happens to the levels. There is no field, and $\chi=-Ax$ removes the potential, so the levels should not depend on $A$. The eigenvectors of $P$ are $v_l(n)=i^n\sin[\pi ln/(N+1)]$, $l=1,\dots,N$, which vanish at $n=0$ and $n=N+1$. Writing $s(n)$ for the sine,

$$(Pv_l)(n)=\frac{\hbar}{2a}\,i^n[s(n+1)+s(n-1)]=\frac{\hbar}{a}\cos\frac{\pi l}{N+1}\;v_l(n).$$

Constant $A$ shifts this eigenvalue by $-qA/c$, and $H^2=m^2c^4+c^2\Pi^2$ gives

$$E=\pm\sqrt{m^2c^4+\left(\frac{\hbar c}{a}\cos\frac{\pi l}{N+1}-qA\right)^2}.$$

The bounded band of lattice momenta cannot follow an arbitrary shift. For $N=40$ and $a=0.5$ we have $\hbar c/a=2$.

- At $qA=1$ the shift still lies inside the band. The lowest positive level stays near $mc^2$, but the highest moves from 2.2308 to 3.1567.
- At $qA=3$ the shift lies outside the band, and the bracket cannot vanish. The lowest positive level is 1.4184, or 724.8 keV, instead of 1.0029, or 512.5 keV.

For a long chain the lower edge at $qA=3$ tends to $\sqrt{1+(3-2)^2}=1.4142$. A potential without any field has widened the gap.

**3. The operator that should be used**

The phase difference in section 1 sits on the bond between two sites, so the potential must sit there too. Define

$$U_j(n)=\exp\left[-\frac{iq}{\hbar c}\int_n^{n+j}A_j\,dx_j\right],$$

$$(\Pi_j^U\psi)(n)=-\frac{i\hbar}{2a}\left[U_j(n)\psi(n+j)-U_j^*(n-j)\psi(n-j)\right].$$

The sign follows from the continuum limit. With $U\approx1-iqaA/\hbar c$, the terms linear in $A$ are

$$-\frac{i\hbar}{2a}\left(-\frac{iqa}{\hbar c}\right)[A_+\psi(n+j)+A_-\psi(n-j)]=-\frac{q}{2c}[A_+\psi(n+j)+A_-\psi(n-j)],$$

where $A_\pm$ are the averages on the two bonds. This tends to $-(q/c)A_j\psi$.

Under a gauge change the integral grows by $\chi(n+j)-\chi(n)$, so

$$U_j(n)\to g(n)\,U_j(n)\,g^*(n+j).$$

Acting on $g\psi$, the factor $g^*(n+j)$ cancels the phase of the neighbour and leaves $g(n)$ in front. The backward hop works in the same way. Hence $H\to gHg^\dagger$ at any spacing and for any $\chi$, smooth or not, and the levels are unchanged. The chain above has the same link levels at $qA=0$, 1 and 3.

If $\chi$ depends on time and time is continuous, then

$$i\hbar\,\partial_t(g\psi)=g\,(i\hbar\,\partial_t\psi)-\hbar\dot\theta\,g\psi .$$

The last term is supplied by $\phi\to\phi-\dot\chi/c$, since $q\dot\chi/c=\hbar\dot\theta$. This step uses the product rule in $t$. It does not carry over to a Crank–Nicolson step, in which $q\phi$ enters as a term of $H$. A split step that multiplies each site by $\exp[-(iq/\hbar)\int\phi\,dt]$ over each half step, with the links taken at the midpoint time, is the analogue in time of the link and keeps exact covariance.

Around an elementary square the factors $g$ cancel in pairs:

$$U_x(n)\,U_y(n+x)\,U_x^*(n+y)\,U_y^*(n)=e^{-iq\Phi/\hbar c},$$

where $\Phi=\oint\mathbf A\cdot d\mathbf l$ is the enclosed flux. On a closed ring the flux through the ring enters likewise. A gauge change removes a constant $A$ there only if $g$ returns to its starting value, which is why I use open ends for the comparison.

**4. What probability conservation does and does not prove**

The authors cite conservation of probability as evidence of gauge invariance. With $\rho=\psi^\dagger\psi$, the Dirac equation gives $\dot\rho(n)=(2/\hbar)\,\mathrm{Im}\,\psi^\dagger(n)(H\psi)(n)$. The terms with $\beta$ and $\phi$ are real and drop out. For the hops, $\mathrm{Im}(-iz)=-\mathrm{Re}\,z$, so

$$\dot\rho(n)=-\frac ca\sum_j\mathrm{Re}\left[\psi^\dagger(n)\alpha_jU_j(n)\psi(n+j)-\psi^\dagger(n)\alpha_jU_j^*(n-j)\psi(n-j)\right].$$

The second product has the same real part as its complex conjugate, $\psi^\dagger(n-j)\alpha_jU_j(n-j)\psi(n)$. Therefore

$$\dot\rho(n)+\sum_j\frac{J_j(n)-J_j(n-j)}{a}=0,\qquad J_j(n)=c\,\mathrm{Re}\left[\psi^\dagger(n)\alpha_jU_j(n)\psi(n+j)\right].$$

The transformation law of $U$ makes $J_j$ gauge invariant. It is also the response to the potential. In $d$ dimensions let $\langle H\rangle=a^d\sum_n\psi^\dagger H\psi$, and write $J_j=c\,\mathrm{Re}\,z$. One link and its conjugate contribute $a^d(\hbar c/a)\,\mathrm{Im}\,z$. Since $\partial z/\partial A_j=-(iqa/\hbar c)z$, with $A_j$ the average on the link,

$$\frac{\partial\langle H\rangle}{\partial A_j}=-a^dq\,\mathrm{Re}\,z,\qquad\text{so}\qquad qJ_j=-\frac{c}{a^d}\frac{\partial\langle H\rangle}{\partial A_j}.$$

The balance survives a Crank–Nicolson step of length $\tau$ with fixed $H$. With $\bar\psi=(\psi_0+\psi_1)/2$ the step reads $\psi_1-\psi_0=-(i\tau/\hbar)H\bar\psi$, and at each site

$$|\psi_1|^2-|\psi_0|^2=2\,\mathrm{Re}\,\bar\psi^\dagger(\psi_1-\psi_0)=\frac{2\tau}{\hbar}\,\mathrm{Im}\,\bar\psi^\dagger H\bar\psi .$$

The derivation above then applies with $J$ built from $\bar\psi$.

In the authors' scheme the term $-q\alpha_jA_j$ is also real at each site and drops out of $\dot\rho$. Probability is conserved with the current $J_j$ taken at $U=1$. Conservation is thus a consequence of Hermiticity and says nothing about gauge invariance. This current changes when $\psi\to g\psi$.

The response of the pointwise energy to $A_j(n)$ is a different current, $c\,\psi^\dagger(n)\alpha_j\psi(n)$. It is unchanged by local phases but does not balance $\dot\rho$. To see this, reverse the sign of $\psi$ at one site. All on-site products stay the same, while $\dot\rho$ at that site changes sign, because each of its terms contains $\psi(n)$ once and a neighbour once. No expression in on-site products can balance both cases unless $\dot\rho(n)=0$. The pointwise scheme therefore has no single current that is conserved, gauge invariant and equal to the response.

**5. Effect on a moving packet**

Consider a one-dimensional packet of momentum $0.5\,mc$ and width parameter 10, followed for a time $40\,\hbar/mc^2$. In the gauge $qA=1$ its wave number changes from $k_0=0.5$ to $k_0+\kappa=1.5$. For the pointwise operator, a plane wave has $\Pi=\hbar\sin(ka)/a-qA/c$, and differentiating $E=\sqrt{m^2c^4+c^2\Pi^2}$ gives

$$v=\frac{1}{\hbar}\frac{dE}{dk}=\frac{c^2\,\Pi\cos ka}{E}.$$

At $a=0.5$ the two gauges give

$$qA=0:\quad \Pi=\frac{\sin0.25}{0.5}=0.495,\quad v=\frac{0.495\times0.969}{1.116}=0.430\,c,$$

$$qA=1:\quad \Pi=\frac{\sin0.75}{0.5}-1=0.363,\quad v=\frac{0.363\times0.732}{1.064}=0.250\,c.$$

The computed packets move at $0.428\,c$ and $0.247\,c$. The same physical state is slowed by 42 per cent, relative to its speed at $qA=0$, through a choice of gauge. With links the dispersion contains $\sin(ka-qAa/\hbar c)$, the shift of $k$ cancels, and the packet moves at $0.428\,c$ in both gauges.

Refinement helps at fixed $A$. The difference between the two pointwise velocities falls from $0.0505\,c$ at $a=0.25$ to $0.0129\,c$ at $a=0.125$, a factor 3.91, close to the 4 of an $a^2$ law. For a packet well resolved at $A=0$, two conditions together keep both momentum and velocity nearly right. The phase per site must be small, $|qA|a/\hbar c\ll1$, so that $\cos ka$ stays near 1. The false momentum, about $\hbar a^2|(k_0+\kappa)^3-k_0^3|/6$, must also be small against the packet's own momentum. The first does not guarantee the second: for $qA=1000$ and $a=10^{-4}$ the phase per site is only 0.1, yet the formula above gives $\Pi=-1.17$ instead of 0.5, and the group velocity of the positive-energy branch changes sign. The packet's spinor still belongs to momentum 0.5, so the packet is then a mixture of both energy branches. At any fixed spacing, a large enough constant in $A$ makes the false momentum large again, because the lattice sine is bounded.

The currents show the same phases. For a real envelope times $e^{ikx}$ and a fixed spinor, the neighbour current without $U$ is proportional to $\cos ka$. Between the gauges it changes by $\cos0.75/\cos0.25=0.755$, as computed, while the link current does not change. For a slowly varying envelope the central difference of the on-site current lacks this cosine. It misses the density rate by a fraction of about $1/\cos ka-1$, or 0.032 and 0.367 in the two gauges. The computed ratios of the largest imbalance to the largest rate are 0.032 and 0.366.

**6. A magnetic field in three gauges**

The authors' application has a magnetic field, where no gauge makes $\mathbf A$ vanish everywhere. I took a $14\times14$ lattice with $a=0.5$, two-component spinors and a flux phase $qBa^2/\hbar c=0.1$ per square, so $qB=0.4$ in these units. For an electron this is a field of about $1.8\times10^{13}$ gauss, chosen to make the effect visible on a small lattice.

In the Landau gauge $A_y=B(x-x_0)$ with $x_0$ at the centre, the site average of $(x-x_0)^2$ is $a^2(14^2-1)/12=4.0625$. The average of $(qA)^2$ is then $0.16\times4.0625=0.65$. With $x_0$ at the edge one adds $0.16\times3.25^2=1.69$ and obtains 2.34. The centred symmetric gauge has two components of half the size and gives $2\times0.65/4=0.325$.

By section 2 these numbers add directly to the mean of $E^2$, which is 4.7143 without a potential. The pointwise spectra have 5.3643, 7.0543 and 5.0393, as predicted. Their highest levels are 3.632, 4.812 and 3.352. Moving the origin of the Landau gauge from the centre to the edge shifts the top level by $1.179\,mc^2$, or 603 keV. That level lies at the lattice cutoff, and the low-lying levels move by much less. The link spectra agree in all three gauges to rounding, with the highest level at 2.921.

**7. Limits of the correction, and requested changes**

Links restore gauge covariance, not accuracy. At $a=0.5$ the link packet moves at $0.428\,c$, while the continuum value for its central momentum is $0.5c/\sqrt{1.25}=0.447\,c$. Nor do links remove the doubling of central differences. At $A=0$ the state $(-1)^nu$ with $\beta u=u$ has equal values at $n+1$ and $n-1$, so $P$ annihilates it away from the ends and leaves the energy $mc^2$, although the state alternates from site to site. Covariance carries this state into any other gauge. If the authors add a hopping term to lift the doublers, that term needs the same link phases.

I ask the authors to replace $\Pi_j$ by $\Pi_j^U$, to compute currents from $J_j$, and to repeat one run with a constant added to $\mathbf A$ on an open lattice. The levels must not move. The results of the lattice runs quoted here are collected in the numerical output below.

## Calculated quantities

```
mc^2 = 510.999 keV; hbar/(mc) = 386.16 fm
False momentum of a particle at rest, gauge qA = 1 mc^2:
 a=0.500 hbar/mc: -0.041149 mc; a^2 law -0.041667 mc
 a=0.250 hbar/mc: -0.010384 mc; a^2 law -0.010417 mc
 a=0.125 hbar/mc: -0.002602 mc; a^2 law -0.002604 mc
Chain: N = 40 sites, a = 0.5 hbar/mc, hbar c/a = 2.0 mc^2
Lowest and highest positive level (mc^2):
 qA=0: pointwise 1.0029, 2.2308; link 1.0029, 2.2308
 qA=1: pointwise 1.0010, 3.1567; link 1.0029, 2.2308
 qA=3: pointwise 1.4184, 5.0933; link 1.0029, 2.2308
 lowest at qA=3: pointwise 724.8 keV, link 512.5 keV
 long-chain pointwise edge at qA=3: 1.4142 mc^2
 alternating state, link operator: 1.0000 mc^2
Rough field: link covariance error 8e-16 mc^2
 balance error (mc^2/hbar): link 3e-16, pointwise 6e-16
Packet: p=0.5 mc, width=10 hbar/mc, time=40 hbar/mc^2
Mean velocity (units of c), gauge qA = 0 or 1 mc^2:
 a=0.500: qA=0 0.4279; qA=1 pointwise 0.2470, link 0.4279
   group velocity: qA=0 0.4297; qA=1 pointwise 0.2498
 a=0.250: qA=0 0.4413; qA=1 pointwise 0.3907, link 0.4413
   group velocity: qA=0 0.4428; qA=1 pointwise 0.3924
 a=0.125: qA=0 0.4446; qA=1 pointwise 0.4317, link 0.4446
   group velocity: qA=0 0.4461; qA=1 pointwise 0.4332
 gauge discrepancy, a=0.25 over a=0.125: 3.91
Packet currents at a=0.5, qA=1 relative to qA=0:
 with link phase 1.0000; without 0.7552
On-site current, largest imbalance / largest density rate:
 pointwise qA=0: 0.0318; qA=1: 0.3663
Field: 14x14 sites, a=0.5 hbar/mc, |B|=1.766e+13 gauss
 flux phase per plaquette 0.100 rad
Highest level (mc^2); mean E^2 (m^2c^4):
 Landau, centre: link 2.9211; 4.7143
   pointwise 3.6324; 5.3643; mean (qA)^2 0.6500
 Landau, corner: link 2.9211; 4.7143
   pointwise 4.8116; 7.0543; mean (qA)^2 2.3400
 symmetric: link 2.9211; 4.7143
   pointwise 3.3518; 5.0393; mean (qA)^2 0.3250
Largest level shift from the centred Landau gauge (mc^2):
 link 2e-14; pointwise 1.1792
 pointwise shift in keV: 602.6
```
